# Biaxial Modulus of (001) and (111) Cubic Films

## The situation

A thin crystalline film grows on a thick wafer whose lattice spacing is slightly smaller. While the film remains coherent, the wafer compresses it equally in both in-plane directions. Its upper surface is free, so the film can become thicker in response. How much stress does the wafer have to supply?

The answer depends on orientation. The same cubic crystal has different stiffnesses as a (001) film and as a (111) film. Yet both obey

$$\frac1M=\frac{2}{9B}+\frac1{6G},$$

where $M$ is the ratio of in-plane stress to in-plane strain, $B$ is the bulk modulus and $G$ is a shear modulus that depends on the orientation. I start with an isotropic film, find out what survives in a cubic crystal, and then ask which orientations qualify.

Throughout, the film is flat, uniform and much wider than it is thick, and elasticity is linear. Tension and extension are positive. Shear strains are tensor components, half the engineering shear angles. The elastic constants include any relaxation of atoms within the unit cell. Electric effects are left out. In a piezoelectric crystal, such as a zinc-blende compound, a strained (111) film polarizes along its normal. If no free charge screens this polarization, $C_{44}$ in the (111) result must be replaced by $C_{44}+e_{14}^2/\epsilon$, with $e_{14}$ the piezoelectric constant and $\epsilon$ the permittivity. The algebra holds in any consistent units, atomic units included.

## First case: an isotropic film

Let $e$ be the imposed in-plane strain and $e_n$ the strain along the normal. The relative volume change is

$$\theta=2e+e_n.$$

An isotropic solid resists volume change with $B$ and change of shape with $G$:

$$\sigma_{ij}=B\theta\,\delta_{ij}+2G\left(\varepsilon_{ij}-\frac{\theta}{3}\delta_{ij}\right).$$

The in-plane stress is $\sigma$ and the normal stress is zero. Two combinations of the stress components suffice. In the trace, the traceless strain drops out:

$$2\sigma=3B\theta\quad\Rightarrow\quad 2e+e_n=\frac{2\sigma}{3B}.$$

In the difference between in-plane and normal stress, the volume term drops out:

$$\sigma-0=2G(e-e_n)\quad\Rightarrow\quad e-e_n=\frac{\sigma}{2G}.$$

Adding the two results eliminates $e_n$:

$$3e=\frac{2\sigma}{3B}+\frac{\sigma}{2G}.$$

Division by $3\sigma$, with $M=\sigma/e$, gives

$$\frac1M=\frac{2}{9B}+\frac1{6G},\qquad M=\frac{18BG}{3B+4G}.$$

**Limit of rigid shape.** Let $G\to\infty$ at fixed $B$. The film can then only change size, so $e_n=e$ and $\theta=3e$. The energy density is $B(3e)^2/2=9Be^2/2$. The work done by two equal in-plane stresses is $\frac12(\sigma e+\sigma e)=Me^2$. Hence $M=9B/2$, as the formula gives.

**Limit of rigid volume.** Let $B\to\infty$ at fixed $G$. The formula gives $M=6G$. Young's modulus $E$ and Poisson's ratio $\nu$ provide a second route. Each in-plane stress extends its own direction by $\sigma/E$ and contracts the other by $\nu\sigma/E$, so

$$e=\frac{(1-\nu)\sigma}{E},\qquad M=\frac{E}{1-\nu}.$$

A bar pulled along one axis changes volume by $(1-2\nu)\sigma/E$. This vanishes in an incompressible solid, so $\nu=1/2$ and $M=2E$. In that bar the transverse strain is $-e_1/2$, where $e_1$ is the axial strain. The stress difference is therefore $\sigma=2G(e_1+e_1/2)=3Ge_1$. Thus $E=3G$, and $2E=6G$ as required.

## What changes in a cubic crystal

In axes along the cube edges, Hooke's law reads

$$\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\qquad \sigma_{xy}=2C_{44}\varepsilon_{xy},$$

with the other components obtained by exchanging axes. Since $\varepsilon_{yy}+\varepsilon_{zz}=\theta-\varepsilon_{xx}$,

$$\sigma_{xx}=(C_{11}-C_{12})\varepsilon_{xx}+C_{12}\theta.$$

Now write $\varepsilon_{xx}=\theta/3+\varepsilon'_{xx}$, where the three primed diagonal strains sum to zero. The coefficient of $\theta$ becomes $(C_{11}-C_{12})/3+C_{12}=(C_{11}+2C_{12})/3$. Therefore

$$\sigma_{xx}=B\theta+2G'\varepsilon'_{xx},\qquad B=\frac{C_{11}+2C_{12}}3,\qquad G'=\frac{C_{11}-C_{12}}2.$$

There are now two shear moduli. $G'$ resists traceless stretching along the cube edges, and $C_{44}$ resists changes of the angles between them. Half the product of stress and strain gives the energy density

$$u=\frac B2\theta^2+G'\sum_i(\varepsilon'_{ii})^2+C_{44}\sum_{i\ne j}\varepsilon_{ij}^2.$$

The three kinds of strain are independent, so a stable crystal needs $B$, $G'$ and $C_{44}$ all positive. If $G'=C_{44}$, the isotropic law returns.

Positive energy has another use. With the in-plane strain fixed, zero force on the free surface is the condition for minimum energy over the remaining strain components. A positive quadratic energy has one minimum. A symmetric trial strain that satisfies the surface condition is therefore the solution.

## The (001) film

The normal is a cube edge. The strain is diagonal, with entries $(e,e,e_n)$, and no cube angle changes. The stress differs from the isotropic one by the replacement $G\to G'$. The two equations of the first case carry over, and so does the result:

$$\frac1{M_{001}}=\frac2{9B}+\frac1{6G'}.$$

Direct elimination confirms this. Zero normal stress requires $C_{11}e_n+2C_{12}e=0$, so $e_n=-2C_{12}e/C_{11}$. The in-plane stress is $(C_{11}+C_{12})e+C_{12}e_n$, and hence

$$M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}.$$

The numerator is $2G'\cdot3B$. From the definitions, $C_{11}=B+4G'/3$. The quotient is $18BG'/(3B+4G')$, in agreement with the sum of compliances.

## The (111) film

The normal is $\mathbf n=(1,1,1)/\sqrt3$, so every component of the matrix $\mathbf{nn}$ equals $1/3$. The film strain is

$$\varepsilon=e(I-\mathbf{nn})+e_n\mathbf{nn}=eI+(e_n-e)\mathbf{nn}.$$

Each diagonal component is $e+(e_n-e)/3=(2e+e_n)/3=\theta/3$. The traceless diagonal strain is zero, so $G'$ plays no part. Each off-diagonal component is $(e_n-e)/3$. The stresses are

$$\sigma_{ii}=B\theta,\qquad \sigma_{ij}=\frac{2C_{44}(e_n-e)}3\quad(i\ne j).$$

An equal biaxial stress with a free surface is $\sigma(I-\mathbf{nn})$. Its diagonal components are $2\sigma/3$ and its off-diagonal components are $-\sigma/3$. Matching gives

$$B\theta=\frac{2\sigma}3,\qquad 2C_{44}(e-e_n)=\sigma.$$

These are again the two isotropic equations, now with $G=C_{44}$. Therefore

$$\frac1{M_{111}}=\frac2{9B}+\frac1{6C_{44}},\qquad
M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}.$$

The second form follows from $18BC_{44}/(3B+4C_{44})$ with $3B=C_{11}+2C_{12}$. For $G'=C_{44}$ the two orientations have the same modulus, as an isotropic solid must.

## Why the compliances add

In axes along the film, the stress separates into a mean part and a traceless part:

$$\sigma(1,1,0)=\frac{2\sigma}{3}(1,1,1)+\frac{\sigma}{3}(1,1,-2).$$

The mean part stores energy $(2\sigma/3)^2/(2B)=2\sigma^2/(9B)$. For a shear stress governed by one modulus, the energy is the sum of squared components divided by $4G$. Here that sum is $(1+1+4)\sigma^2/9=2\sigma^2/3$, which gives $\sigma^2/(6G)$. The total must equal the work $\sigma e=\sigma^2/M$:

$$\frac{\sigma^2}{M}=\frac{2\sigma^2}{9B}+\frac{\sigma^2}{6G}.$$

The film behaves like two springs in series: one stress loads both, and their compliances add. The volumetric share of the energy is $2M/(9B)$. Since both terms are positive, $M$ lies below both $6G$ and $9B/2$.

## Which other orientations qualify?

Suppose that $G'\ne C_{44}$ and that a film with unit normal $\mathbf n$ carries equal biaxial stress. Define $D=\mathbf{nn}-I/3$, and split it into its diagonal part $D_d$ and off-diagonal part $D_o$. The stress is $\sigma(2I/3-D)$. Dividing each part by its own stiffness gives

$$\varepsilon=\sigma\left[\frac{2I}{9B}-\frac{D_d}{2G'}-\frac{D_o}{2C_{44}}\right].$$

Is the in-plane strain also equal in all directions? Put $D_o=D-D_d$. Within the plane, $I$ and $D$ are both isotropic, because $\mathbf{nn}$ has no in-plane part. What remains is $D_d$ multiplied by $1/(2C_{44})-1/(2G')$, which is not zero. So the diagonal matrix $A$ with entries $n_1^2,n_2^2,n_3^2$ must itself be isotropic within the plane. Equivalently, there is a number $\lambda$ such that, for every $\mathbf t$ perpendicular to $\mathbf n$,

$$(n_i^2-\lambda)t_i=c\,n_i,$$

where $c$ may depend on $\mathbf t$. There are three cases.

- All $n_i$ are nonzero. Choose $\mathbf t=(n_2,-n_1,0)$. The third component gives $c=0$, and the first two give $n_1^2=n_2^2=\lambda$. Repeating this with another pair gives $n_3^2=\lambda$. This is the {111} family.
- One component vanishes, say $n_3=0$. Choosing $\mathbf t=(0,0,1)$ gives $\lambda=0$. Then $\mathbf t=(n_2,-n_1,0)$ requires both $c=n_1n_2$ and $c=-n_1n_2$, a contradiction.
- Two components vanish. Then $A\mathbf t=0$ for every in-plane $\mathbf t$, and the condition holds with $\lambda=c=0$. This is the {001} family.

In an elastically anisotropic cubic crystal, only {001} and {111} films therefore answer equal biaxial strain with equal biaxial stress.

A (110) film shows the failure. Its strains in cube axes are $\varepsilon_{xx}=\varepsilon_{yy}=(e+e_n)/2$, $\varepsilon_{xy}=(e_n-e)/2$ and $\varepsilon_{zz}=e$. The normal stress is $\sigma_{xx}+\sigma_{xy}$, so the free surface requires

$$\frac{C_{11}+C_{12}}2(e+e_n)+C_{12}e+C_{44}(e_n-e)=0.$$

The stress along $[1\bar10]$ is $\sigma_{xx}-\sigma_{xy}=-2\sigma_{xy}=2C_{44}(e-e_n)$. Along [001] it is $C_{11}e+C_{12}(e+e_n)$. In general these differ.

## The incompressible limit

Return to the two valid orientations, and raise $B$ with $e$ and both shear moduli held fixed. From the closed form,

$$\frac{M}{6G}=\frac1{1+4G/(3B)}=1-\frac{4G}{3B}+\dots$$

The ratio is 0.43 at $B/G=1$, 0.88 at $B/G=10$ and 0.99 at $B/G=100$.

The volume strain is $\theta=2\sigma/(3B)=2Me/(3B)$, which tends to zero. The normal strain is $e_n=\theta-2e$, which tends to $-2e$. The film deforms by the pure shear $e(1,1,-2)$, with energy density $G(1+1+4)e^2=6Ge^2$.

The mean stress behaves differently. It is $B\theta=2Me/3$, which tends to the finite value $4Ge$ although $\theta$ vanishes. The shear alone produces stresses $2Ge(1,1,-2)$, including $-4Ge$ on the surface. A free surface cannot support that, so a mean stress of $4Ge$ builds up and cancels it. The same mean stress raises the in-plane value from $2Ge$ to $6Ge$. Two thirds of the limiting stress is thus the reaction to the volume constraint.

This limit does not make the crystal isotropic. The ratio $M_{111}/M_{001}$ tends to $C_{44}/G'$. At finite $B$, both orientations share the compliance $2/(9B)$, which brings their moduli closer together.

There is a second way to make $B/G$ large: let $G\to0$ at fixed $B$. Then $M/(6G)\to1$ again, but $M$ itself vanishes. A film whose shear modulus $G$ for its own orientation vanishes changes thickness at constant volume and carries no misfit stress.

## Numbers for a coherent film

Take rough, round constants in the regime of a silicon-germanium film on silicon: $C_{11}=150$, $C_{12}=60$ and $C_{44}=75$ GPa. Let $e=-1\%$ and the thickness be $h=5$ nm. Then $B=(150+120)/3=90$ GPa and $G'=(150-60)/2=45$ GPa. In GPa$^{-1}$,

$$\frac1{M_{001}}=0.002469+0.003704,\qquad
\frac1{M_{111}}=0.002469+0.002222.$$

Hence $M_{001}=162$ GPa (1.01 eV/Å$^3$) and $M_{111}=213$ GPa (1.33 eV/Å$^3$). At $-1\%$ strain the stresses are $-1.62$ and $-2.13$ GPa. The energy per area, $Me^2h$, is 0.51 eV/nm$^2$ for (001) and 0.67 eV/nm$^2$ for (111).

The incompressible values $6G$ are 270 and 450 GPa. They exceed $M$ by $4G/(3B)$, which is 67 % for (001) and 111 % for (111). The limit explains the role of shear but is a poor estimate here. Volume change holds 40 % of the energy in the (001) film and 53 % in the (111) film. The modulus ratio is 1.32, whereas the incompressible ratio would be $75/45=1.67$.

For the (110) film, the surface condition becomes $180e_n+90e=0$, so $e_n=-e/2$. The stress is $225e=-2.25$ GPa along $[1\bar10]$ and $180e=-1.80$ GPa along [001]. No single biaxial modulus describes it.

## How far a real film departs from this

The chosen constants and strain are ordinary for a silicon-rich alloy film, but the following inputs are rough and give only sizes. With these inputs, and for a film that stays coherent, surface stress is the largest single correction to the film force among those estimated here: 1 N/m is 12 % of $M_{001}|e|h=8.1$ N/m. It affects a force inferred from wafer bending to the extent that it changes during growth, and it matters less in thicker films. Between 300 and 900 K, softening by $10^{-4}$ per kelvin lowers $M$ by 6 % if all constants soften alike. An expansion difference of $10^{-6}$ per kelvin changes the misfit by $6\times10^{-4}$, or 6 % of its value. If the wafer is 0.7 mm thick and has the same modulus, its stretching and bending matter far less. A film force $F$ per unit width strains a wafer of thickness $H$ by $F/(MH)$, and bending adds $3F/(MH)$ at its top. The relief is $4h/H$, or 0.003 % of the misfit.

Nonlinear elasticity changes the energy only modestly at this strain. For (001), take third-order constants $C_{111}=-750$, $C_{112}=-400$ and $C_{123}=-50$ GPa. Minimizing the energy numerically over the normal strain, with finite strain $e+e^2/2$ in the plane, raises the energy per unstrained volume by 1.9 % relative to $M_{001}e^2$. Per volume of the strained film the rise is 3.2 %, and the in-plane true stress exceeds $M_{001}|e|$ in magnitude by 3.1 %.

Coherence can also be lost. Suppose a dislocation with Burgers vector length $b=0.39$ nm relieves a length $b/2$ in one in-plane direction. Per unit length of line, this lowers the film's elastic energy by $M|e|hb/2$, which is the gain. A screw-type strain field costs

$$\int_{b/4}^{h}\frac G2\left(\frac{b}{2\pi r}\right)^2 2\pi r\,dr
=\frac{Gb^2}{4\pi}\ln\frac{4h}{b},$$

where the inner radius $b/4$ is an assumption. Take the smaller of the two shear moduli, $G=45$ GPa, as a low value for the line energy. Equating gain and cost and solving numerically then gives $h\approx7.5$ nm for the (001) film. A larger $G$ would raise this thickness. With the same $G$, an inner radius of $b$ instead of $b/4$ would give about 4 nm, so this screw-only estimate does not decide on which side of the threshold the 5 nm film lies. It is too low, however. A pure screw dislocation relieves no misfit, and a line that relieves $b/2$, such as a 60° dislocation, has an edge part. In isotropic elasticity its line energy is larger by $(1-\nu/4)/(1-\nu)$, which is 1.3 for $\nu=2/7$, the value given by $B=90$ and $G=45$ GPa. The two thresholds then become about 10.5 and 6.2 nm, both above 5 nm. Above the threshold, dislocations can lower the energy. This is an equilibrium statement. Dislocations must still nucleate and glide, so a real film can stay coherent beyond the threshold, and a strained film can also relax by roughening, which the flat model excludes. If they relieve both in-plane directions equally, the average elastic strain and stress fall together, while $M$ remains the ratio between them.

All numerical values are calculated from the stated model.
